Why the nitrogen 2p³ ²D doublet is narrow and inverted

**The numbers to be explained**

A Hartree-Fock 2p orbital of nitrogen gives a spin-orbit parameter ζ = 77 cm⁻¹. Yet a configuration-interaction calculation with the same orbitals, described below, splits the ²D term of 2p³ by only 10 cm⁻¹ and places J = 5/2 below J = 3/2. The measured splitting has the same sign and a size of roughly 9 cm⁻¹. The ordinary spin-orbit energy must therefore cancel almost completely, and something else must fix the sign.

Hartree atomic units are used, with splittings in cm⁻¹. The nucleus is a fixed point charge Z = 7. Define

D = E(²D₅/₂) − E(²D₃/₂),

so that an inverted doublet has D < 0. The Breit-Pauli spin-orbit operator, with electron spin g-factor 2, is

H_so = (α²/2) Σᵢ Z lᵢ·sᵢ/rᵢ³ + (α²/2) Σ_{i≠j} [∇ᵢ(1/rᵢⱼ) × pᵢ]·(sᵢ + 2sⱼ).

In the second sum, sᵢ belongs to the electron whose orbital motion appears (spin-own-orbit) and 2sⱼ to its partner (spin-other-orbit).

H_so is a sum of scalar products of orbital vectors with spin vectors, so within one LS term it acts as A L·S. Its energies are

E_J = (A/2)[J(J+1) − L(L+1) − S(S+1)],

D = (A/2)(35/4 − 15/4) = (5/2)A.

The state with M_L = 2 and M_S = 1/2 is the single determinant |1↑ 1↓ 0↑|, where the numbers are orbital m values. Since M_L M_S = 1, its expectation value of H_so is A.

**Contribution 1: one-electron coupling, zero at first order**

For ζ Σᵢ lᵢ·sᵢ the determinant gives

ζ[1·(1/2) + 1·(−1/2) + 0·(1/2)] = 0.

The closed shells 1s² and 2s² do not change this. They have no net orbital or spin angular momentum, so their summed action on a 2p electron is a rotationally invariant one-electron operator linear in its spin. Within the p shell that is a multiple of l·s. It reduces ζ from the bare-nucleus value 126.2 to 77.2 cm⁻¹, and the bracket still vanishes. These two values depend on the basis in the last digit: with 15 s and 11 p exponents both rise by 0.5 cm⁻¹, while M⁰ and the first-order splittings below keep the digits shown.

The spin-spin interaction does not help either. Its anisotropic part has rank 2 in spin and cannot connect S = 1/2 with S = 1/2.

**Contribution 2: mutual spin-orbit coupling in 2p³**

Let g(ab;cd) be the matrix element of (α²/2)[∇₁(1/r₁₂) × p₁]_z between the orbital products a(1)b(2) and c(1)d(2). In a determinant, each ordered pair with spin projections σ_a, σ_b contributes

g(ab;ab)(σ_a + 2σ_b) − 3σ_a g(ab;ba) [second term for equal spins only].

Exchange of opposite spins would need two spin flips, while each term of the operator contains one spin. For the three pairs:

1↑1↓: g(11;11)[(1/2 − 1) + (−1/2 + 1)] = 0

1↑0↑: (3/2)[g(10;10) + g(01;01)] − (3/2)[g(10;01) + g(01;10)]

1↓0↑: (−1/2 + 1) g(10;10) + (1/2 − 1) g(01;01).

In g(01;01) the moving electron has m = 0 in an axially symmetric potential, so this element vanishes. Hence

A = 2g(10;10) − (3/2)[g(10;01) + g(01;10)].

*Radial quantities.* Let P(r) be r times the normalized radial function, and define

q(r) = ∫₀ʳ P² ds, a(r) = ∫₀ʳ s²P² ds, b(r) = ∫ᵣ^∞ P²/s³ ds,

Y₂ = a/r³ + r²b, I = ∫∫ P²(r)P²(s)/r_>³ dr ds, M⁰ = (α²/4) I.

Each ordering of r and s supplies half of I, so ∫P²q/r³ dr = ∫P²b dr = I/2. Multiplied by α²/2, either integral equals M⁰.

*Direct element.* With c₂ = (3cos²θ − 1)/2, the density of orbital m is

(P²/4πr²)(1 + t c₂), where t = 2 for m = 0 and t = −1 for m = ±1.

Its potential is U = Y₀ + (t/5)Y₂c₂, with Y₀′ = −q/r². Because U is axially symmetric,

(∇U × p)_z = (1/ρ)(∂U/∂ρ) l_z, ρ² = x² + y².

Acting on φ₁, l_z gives 1. The spherical part contributes Y₀′/r = −q/r³. For the other part, differentiation at fixed z gives

(1/ρ)∂(Y₂c₂)/∂ρ = (Y₂′/r)c₂ − 3Y₂cos²θ/r².

In the density of φ₁ the averages are ⟨cos²θ⟩ = 1/5 and ⟨c₂⟩ = −1/5, which leaves −(1/5)(Y₂′/r + 3Y₂/r²). The derivatives of the integration limits cancel in Y₂′ = −3a/r⁴ + 2rb, so the bracket equals 5b and the average is −b. Therefore

g(1m;1m) = −(1 + t/5) M⁰, g(10;10) = −(7/5) M⁰.

*Exchange element.* Write φ₀ = f z and φ₁ = −f(x+iy)/√2, with f² = 3P²/(4πr⁴). The product φ₀*φ₁ is a pure quadrupole density with potential

W = −[3/(5√2)](Y₂/r²) z(x+iy).

Since p = −i∇ and (x∂_y − y∂_x)W = iW,

(∇W × p)_z φ₀ = −i(f′z/r)(y∂_x − x∂_y)W = −f′zW/r.

Multiplying by φ₁* gives −(3/10) f f′ Y₂ z²ρ²/r³. The angular integral of z²ρ² is 8πr⁴/15, so

g(10;01) = −(α²/2)(3/10)(8π/15) ∫ f f′ Y₂ r³ dr.

Now put f f′ = (f²)′/2 and integrate by parts; the boundary terms vanish. Since Y₂r³ = a + r⁵b has derivative 5r⁴b,

∫ f f′ Y₂ r³ dr = −(1/2)∫ f²·5r⁴b dr = −(15/8π)(I/2).

Hence g(10;01) = (3/10)M⁰. Hermiticity gives g(01;10) the same real value, and

A = 2(−7/5)M⁰ − (3/2)(3/5)M⁰ = −(37/10) M⁰,

D₁ = (5/2)A = −(37/4) M⁰.

**Where the sign comes from**

Separating sᵢ from 2sⱼ in the pair sums shows the origin of the inversion. The direct spin-own-orbit terms of 1↑ and 1↓ cancel, just as the nuclear terms do, and exchange leaves −0.3M⁰. The spin-other-orbit part is

2g(10;10) − (3/5)M⁰ = −3.4M⁰.

The two m = 1 electrons have opposite spins but circulate in the same sense. Their orbital motions therefore act together on the unpaired spin of the m = 0 electron. This is the main source of the negative A in pure 2p³.

The small size also has a simple reading. From the definitions,

M⁰ = (α²/2)∫P²q/r³ dr, ζ_nuc = (α²/2)Z∫P²/r³ dr,

so M⁰/ζ_nuc = q̄/Z, where q̄ is the fraction of one 2p electron lying inside radius r, averaged with weight P²/r³. The Hartree-Fock orbital gives M⁰ = 1.473 cm⁻¹, hence

q̄ = 7 × 1.473/126.2 = 0.082.

Close to the nucleus, where r⁻³ is large, a 2p electron finds little of another 2p electron inside its orbit. The first-order result is

D₁ = −9.25 × 1.473 = −13.6 cm⁻¹.

The orbital used here is optimized for the ⁴S ground term. A common 2p orbital optimized for ²D, with the same frozen 1s²2s² core, gives ζ = 75.4 cm⁻¹ and D₁ = −13.0 cm⁻¹. About 0.6 cm⁻¹ of the change in the two-electron part found below by configuration mixing is therefore this relaxation.

**A second case: ²P**

The two determinants with M_L = 1 and M_S = 1/2 are d₁ = |1↑0↑0↓| and d₂ = |1↑1↓−1↑|. They span one ²D and one ²P state, so their expectation values sum to (A_D + A_P)/2.

For d₁, the pair 1↑0↑ gives (3/2)(−7/5 − 3/5)M⁰ = −3M⁰, the pair 1↑0↓ gives (1/2 − 1)(−7/5)M⁰ = 0.7M⁰, and 0↑0↓ gives zero.

For d₂, reflection y → −y reverses the z component and interchanges m = 1 with m = −1. The direct and exchange terms of 1↑−1↑ then cancel, and 1↑1↓ gives zero as before. The pair 1↓−1↑ gives g(1,−1;1,−1) = −0.8M⁰.

The sum is −3.1M⁰, so

A_P = −6.2M⁰ + 3.7M⁰ = −2.5M⁰,

E(²P₃/₂) − E(²P₁/₂) = (3/2)A_P = −(15/4)M⁰ = −5.5 cm⁻¹.

This is the first-order value in pure 2p³ and is no estimate of the real ²P splitting, not even in sign. Mixing of three electrons in all p shells, as in contribution 4, gives a one-electron part of +7.5 and a two-electron part of −5.0 cm⁻¹, and the measured splitting is small and positive, about +0.4 cm⁻¹.

**Contribution 3: second order in ζ, with the opposite sign**

The configuration 2p³ has no other J = 5/2 level, so ²D₅/₂ has no partner within it. The level ²D₃/₂ couples to ²P₃/₂. It does not couple to ⁴S, because an orbital vector cannot connect L = 2 with L = 0.

To find the coupling v, apply ζΣl·s to |1↑1↓0↓|, which has M_L = 2 and M_S = −1/2. The diagonal part vanishes. The part (ζ/2)l₋s₊ turns 1↓ into √2·0↑ and 0↓ into √2·(−1↑). This produces two orthogonal determinants, each with amplitude of magnitude ζ/√2, and a total squared norm ζ². The starting state has weight 4/5 in J = 3/2 and 1/5 in J = 5/2, and the latter gives nothing. Hence

(4/5)|v|² = ζ², |v|² = (5/4)ζ².

²D₃/₂ lies below ²P₃/₂ and is pushed down, so

D₂ = +(5/4)ζ²/[E(²P) − E(²D)] = 1.25 × 77.21²/15562 = +0.48 cm⁻¹.

This term opposes the inversion and cannot be its cause. Diagonalizing the whole 2p³ matrix with the two-electron coupling included changes the second-order total to +0.45 cm⁻¹, and the splitting becomes −13.2 cm⁻¹.

The balance shifts along the isoelectronic sequence. At large Z, orbital radii scale as 1/Z, so M⁰ ∝ α²Z³, ζ ∝ α²Z⁴ and the term separation ∝ Z. Then D₁ ∝ α²Z³ but D₂ ∝ α⁴Z⁷. Their ratio grows as α²Z⁴, and within this 2p³ model the doublet eventually becomes normal. The perturbation formula itself fails once ζ is comparable with the term separation.

**Contribution 4: configuration mixing, linear in ζ**

The result −13.2 cm⁻¹ is still noticeably larger in size than the measured splitting. Pure 2p³ gives all three electrons one radial function. The Coulomb repulsion V mixes in configurations such as 2p²np, and to leading order this adds

Σ_v 2 Re⟨0|V|v⟩⟨v|H_so|0⟩/(E₀ − E_v)

to the expectation value of H_so. The term is second order overall but linear in spin-orbit coupling.

The cancellation of contribution 1 required equal ζ for 1↑ and 1↓. If their radial motions differ, the one-electron part becomes

D = (5/2)(1/2)(ζ↑ − ζ↓) = 1.25(ζ↑ − ζ↓).

The effect was computed by configuration interaction with ⁴S restricted open-shell Hartree-Fock orbitals. The Gaussian basis has ten s exponents 0.15 × 3ᵏ, eight p exponents 0.1 × 2.6ᵏ (both from k = 0) and one d exponent 0.8, in bohr⁻². The small p set contains 2p, its response to an r⁻³ perturbation, and the Gaussian of exponent 0.26. The one-electron part below is the nuclear term together with the spin-orbit field of the frozen shells, and the two-electron part is the coupling among the active electrons. The frozen shells are 1s²2s² in the three-electron rows but only 1s² in the five-electron row, where the 2s-2p coupling counts as two-electron. The two parts of that row are therefore not strictly comparable with those of the others, while the sums are. The splittings from expectation values of H_so, in cm⁻¹, are:

- Pure 2p³: one-electron 0, two-electron −13.6, sum −13.6.
- Three electrons in the small p set: +2.4, −12.6, sum −10.1.
- Three electrons in all eight p shells: +3.0, −12.3, sum −9.3.
- Five electrons in 2s, the small p set and d: +2.4, −13.0, sum −10.7.

With all p shells, the one-electron part corresponds to ζ↑ − ζ↓ = 2.97/1.25 = 2.4 cm⁻¹, about 3% of ζ. A small imbalance in a large cancelling quantity thus matters beside M⁰. Its sign can be understood from the determinant |1↑ 1↓ 0↑|. The two m = 1 electrons feel the same direct repulsion, but only 1↑ has exchange with 0↑. Exchange weakens the repulsion felt by 1↑ and draws it inward relative to 1↓, so ζ↑ exceeds ζ↓.

**The balance**

Adding the second-order term of 2p³ to the five-electron result gives

D ≈ −10.66 + 0.45 = −10.2 cm⁻¹ = −46 microhartree.

The last digit is not physical. Going from the small p set to all p shells moved the three-electron sum by 0.8 cm⁻¹, and the five-electron calculation used the small set. It also freezes 1s, omits f functions and contains no virtual s orbital; adding two of the latter raises the one-electron part by roughly 0.4 cm⁻¹ and the sum by roughly 0.1 cm⁻¹. The second-order term uses the Hartree-Fock term separation. The true separation is smaller, about 9600 cm⁻¹, and would raise that term from 0.5 to about 0.8 cm⁻¹. The closeness of −9.3 to the measured size is no evidence of convergence, because that calculation leaves 2s uncorrelated.

The weights are nevertheless clear at this level. Mutual spin-orbit coupling, which in pure 2p³ is mostly spin-other-orbit, supplies about −13 cm⁻¹ and the inversion. Configuration mixing returns 2 to 3 cm⁻¹ through the one-electron operator, and the term quadratic in ζ returns less than 1 cm⁻¹.
